# Impact-ionization threshold in direct parabolic bands

## Definitions and conventions

A semiconductor has its conduction-band minimum and its valence-band maximum at the same crystal momentum $\hbar\mathbf k_0$. Wave vectors are measured from $\mathbf k_0$ and energies from the conduction-band edge. The gap is $E_g>0$, and $m_e$ and $m_h$ are the positive electron and hole masses. The bands are

$$
E_c(\mathbf k)=\frac{\hbar^2k^2}{2m_e},\qquad
E_v(\mathbf k)=-E_g-\frac{\hbar^2k^2}{2m_h}.
$$

In impact ionization, a fast conduction electron $\mathbf k_i$ strikes a valence electron $\mathbf k_v$, and both end in the conduction band, at $\mathbf k_1$ and $\mathbf k_2$. Four assumptions are made.

1. Both bands are isotropic and parabolic at every wave vector that occurs.
2. Crystal momentum is conserved without a reciprocal lattice vector.
3. No phonon takes part, and the applied field does not act during the collision.
4. The final particles are free, with no binding between electron and hole.

The true crystal momenta are $\hbar(\mathbf k_0+\mathbf k)$. Two electrons enter and two leave, so $2\mathbf k_0$ cancels and

$$
\mathbf k_i+\mathbf k_v=\mathbf k_1+\mathbf k_2 .
$$

The empty valence state is described as a hole with $\mathbf k_h=-\mathbf k_v$. Its velocity is that of the valence state,

$$
\mathbf v_h=\frac1\hbar\nabla_{\mathbf k}E_v\Big|_{\mathbf k_v}
=-\frac{\hbar\mathbf k_v}{m_h}=\frac{\hbar\mathbf k_h}{m_h},
$$

so the hole moves like a particle of positive mass $m_h$ and momentum $\hbar\mathbf k_h$. Momentum conservation becomes

$$
\mathbf k_i=\mathbf k_1+\mathbf k_2+\mathbf k_h. \tag{1}
$$

Energy conservation reads $E_i+E_v(\mathbf k_v)=E_c(\mathbf k_1)+E_c(\mathbf k_2)$, with $E_i=\hbar^2k_i^2/2m_e$. Moving the negative energy $E_v$ to the right changes its sign:

$$
E_i=E_g+T,\qquad
T=\frac{\hbar^2k_1^2}{2m_e}+\frac{\hbar^2k_2^2}{2m_e}+\frac{\hbar^2k_h^2}{2m_h}. \tag{2}
$$

The incoming electron thus pays for the gap and for the kinetic energy of three final particles. The threshold $E_{th}$ is the smallest $E_i$ for which (1) and (2) have a solution.

## Lemma: the least final kinetic energy

Let $M=2m_e+m_h$. For a given total wave vector $\mathbf k_i$,

$$
T\ge\frac{\hbar^2k_i^2}{2M}, \tag{3}
$$

with equality if and only if the three final particles have the same velocity.

**Proof.** Let $j$ run over the three final particles, with masses $m_j$ and velocities $\mathbf v_j=\hbar\mathbf k_j/m_j$. Define the common velocity $\mathbf V=\hbar\mathbf k_i/M$ and write $\mathbf v_j=\mathbf V+\mathbf w_j$. By (1),

$$
\sum_jm_j\mathbf w_j=\sum_jm_j\mathbf v_j-M\mathbf V
=\hbar\mathbf k_i-\hbar\mathbf k_i=0 .
$$

Expanding the square in the kinetic energy gives

$$
T=\frac12\sum_jm_j|\mathbf V+\mathbf w_j|^2
=\frac12MV^2+\mathbf V\cdot\sum_jm_j\mathbf w_j+\frac12\sum_jm_jw_j^2 .
$$

The middle term vanishes, and $MV^2/2=\hbar^2k_i^2/2M$. The last term is non-negative and is zero only when every $\mathbf w_j=0$. ∎

Momentum conservation therefore forbids all three particles from being left at rest when $\mathbf k_i\ne0$. The cheapest way to carry the momentum is to move together, as one body of mass $M$. The proof uses only scalar products, so it holds in two and in three dimensions.

## Theorem: the threshold

Under the four assumptions,

$$
\boxed{E_{th}=E_g\,\frac{2m_e+m_h}{m_e+m_h}} \tag{4}
$$

and every electron energy $E_i\ge E_{th}$ is kinematically allowed. For $m_e=m_h$ the threshold is $\tfrac32E_g$.

**Proof.** Since $\hbar^2k_i^2=2m_eE_i$, the bound (3) is $T\ge(m_e/M)E_i$. With (2) this gives

$$
E_i\ge E_g+\frac{m_e}{M}E_i .
$$

Subtract the last term from both sides, and use $M-m_e=m_e+m_h$:

$$
E_i\,\frac{m_e+m_h}{2m_e+m_h}\ge E_g .
$$

The fraction is positive, so dividing by it keeps the direction of the inequality and shows $E_i\ge E_{th}$.

It remains to find a final state for each such energy. Take $\mathbf w_1=\mathbf w$, $\mathbf w_2=-\mathbf w$ and $\mathbf w_h=0$. Then $\sum_jm_j\mathbf w_j=0$, so (1) holds, and the relative kinetic energy is $\tfrac12m_ew^2+\tfrac12m_ew^2=m_ew^2$. Equation (2) is satisfied if

$$
m_ew^2=E_i\,\frac{m_e+m_h}{2m_e+m_h}-E_g .
$$

The right side is non-negative for $E_i\ge E_{th}$, so a real $w$ exists. At $E_i=E_{th}$ it is zero, and the bound is attained. ∎

The energy in (4) is kinetic energy above the conduction edge; counted from the valence edge it would be larger by $E_g$. The theorem states when the process can occur. The rate also depends on the interaction and on the number of available final states, neither of which enters here.

## The same result from a multiplier

The minimization can also be done over all wave vectors at once. Eliminate $\mathbf k_i$ by (1), and minimize $E_i$ subject to $G=E_i-E_g-T=0$. A change of any final $\mathbf k_j$ changes $\mathbf k_i$ by the same amount, so

$$
\nabla_{\mathbf k_j}E_i=\hbar\mathbf v_i,\qquad
\nabla_{\mathbf k_j}G=\hbar(\mathbf v_i-\mathbf v_j).
$$

Stationarity of $E_i-\lambda G$ requires $\mathbf v_i=\lambda(\mathbf v_i-\mathbf v_j)$, or

$$
\mathbf v_j=\frac{\lambda-1}{\lambda}\,\mathbf v_i\qquad\text{for }j=1,2,h .
$$

The right side does not depend on $j$: the final velocities are equal. For parabolic bands their common value is $\mathbf V=(m_e/M)\mathbf v_i$, hence $1-1/\lambda=m_e/M$ and $\lambda=M/(m_e+m_h)$. This is the ratio $E_{th}/E_g$. The lemma adds what stationarity alone does not show, namely that the point is the global minimum.

## Final energies and limiting cases

At threshold each final electron has energy $\tfrac12m_eV^2$ and the hole has $\tfrac12m_hV^2$. With $V=(m_e/M)v_i$ and $E_{th}=\tfrac12m_ev_i^2$,

$$
E_1=E_2=\left(\frac{m_e}{M}\right)^2E_{th},\qquad
E_h=\frac{m_em_h}{M^2}E_{th}. \tag{5}
$$

Their sum is $m_e(2m_e+m_h)E_{th}/M^2=(m_e/M)E_{th}$, as the lemma requires. For equal masses each particle keeps $\tfrac19\cdot\tfrac32E_g=\tfrac16E_g$. The three together keep $\tfrac12E_g$, which is the excess of the threshold over the gap.

Writing $2m_e+m_h=(m_e+m_h)+m_e$ puts (4) in the form

$$
\frac{E_{th}}{E_g}=1+\frac{m_e}{m_e+m_h},
$$

which lies between 1 and 2. If $m_h\gg m_e$, the hole absorbs the momentum at little cost in energy, and $E_{th}\to E_g$. If $m_h\ll m_e$, the hole can carry little momentum cheaply. The two electrons then share it, and $E_{th}\to2E_g$. For $m_h/m_e=4$ the ratio is 1.2, and for $m_h/m_e=0.25$ it is 1.8.

A fast hole can also create a pair, leaving two holes and one electron. The proof is the same with the masses exchanged:

$$
E_{th}^{(h)}=E_g\,\frac{2m_h+m_e}{m_e+m_h},\qquad
E_{th}+E_{th}^{(h)}=3E_g .
$$

The lighter carrier has the lower threshold in this model.

## Proposition: nonparabolic bands of equal mass

The incoming electron lies well above the band edge, where curvature corrections matter most. Let both bands have edge mass $m$ and kinetic energy given by

$$
E(1+\alpha E)=\frac{\hbar^2k^2}{2m},\qquad \alpha>0,\qquad \beta=\alpha E_g .
$$

Then

$$
E_{th}=E_g\,\frac{3-\beta}{2(1-\beta)}\quad(0<\beta<1), \tag{6}
$$

and for $\beta\ge1$ the process is forbidden at every energy.

**Proof.** Put $\mu=1/(2\alpha)$ and $\mathbf q=\hbar\mathbf k/\sqrt{2m\alpha}$, both energies. Completing the square gives

$$
(E+\mu)^2=E^2+\frac E\alpha+\mu^2=q^2+\mu^2,
\qquad E=\sqrt{\mu^2+q^2}-\mu .
$$

Regard $(\mu,\mathbf q_j)$ as a vector for each final particle. The triangle inequality, with $\sum_j\mathbf q_j=\mathbf q$, gives

$$
\sum_j\sqrt{\mu^2+q_j^2}\ge\sqrt{9\mu^2+q^2}.
$$

Equality requires parallel vectors. Their first components agree, so all $\mathbf q_j=\mathbf q/3$. Let $X=\sqrt{\mu^2+q^2}$ and $Y=\sqrt{9\mu^2+q^2}$. The initial energy is $X-\mu$ and the least final kinetic energy is $Y-3\mu$. Ionization is possible when $X-\mu\ge E_g+Y-3\mu$, that is, when

$$
Y-X\le D,\qquad D=2\mu-E_g=E_g\,\frac{1-\beta}{\beta}. \tag{7}
$$

Because $Y^2-X^2=8\mu^2$, we have $Y-X=8\mu^2/(X+Y)$. This is positive, and it falls from $2\mu$ at $q=0$ towards zero as $q\to\infty$. If $\beta\ge1$, then $D\le0$ and (7) has no solution. If $\beta<1$, then $0<D<2\mu$, and equality occurs at one value of $q$. There $Y+X=8\mu^2/D$ and $Y-X=D$, so half the difference is $X=4\mu^2/D-D/2$. Inserting $\mu=E_g/(2\beta)$,

$$
\frac{E_{th}}{E_g}=\frac{X-\mu}{E_g}
=\frac1{\beta(1-\beta)}-\frac{1-\beta}{2\beta}-\frac1{2\beta}
=\frac{2-(1-\beta)^2-(1-\beta)}{2\beta(1-\beta)} .
$$

The numerator is $3\beta-\beta^2$, and cancelling $\beta$ gives (6). ∎

As $\beta\to0$, (6) becomes $E_{th}/E_g\simeq\tfrac32+\beta$ and returns the parabolic result. The ratio is 1.61 at $\beta=0.1$, 1.93 at 0.3 and 2.50 at 0.5.

The case $\beta=1$ is the symmetric two-band, or massive Dirac, dispersion, whose energies measured from midgap are $\pm\sqrt{(E_g/2)^2+q^2}$. The energy missing for ionization is then $Y-X$. It is $0.68E_g$, $0.31E_g$ and $0.10E_g$ at $q/E_g=1$, 3 and 10: it shrinks but never reaches zero. The three-halves rule thus depends on the shape of the bands far from their edges, as well as on the two edge masses.

## Example: a monolayer MoS₂ channel

Monolayer MoS₂ has a direct gap at the zone corner K and electron and hole masses of similar size. Rough typical values are $E_g=2.2$ eV, $m_e=0.50\,m_0$ and $m_h=0.60\,m_0$, where $m_0$ is the free-electron mass. Equation (4) gives

$$
E_{th}=2.20\ \text{eV}\times\frac{1.60}{1.10}=3.20\ \text{eV},
$$

or 1.45 gaps. The hole threshold is $2.20\times1.70/1.10=3.40$ eV. By (5), each final electron has $(0.50/1.60)^2\times3.20=0.3125$ eV and the hole has $(0.50\times0.60/1.60^2)\times3.20=0.375$ eV. The balance closes: $2.20+2(0.3125)+0.375=3.20$ eV.

In a field of 1 MV/cm, which is 1 V over 10 nm, an electron starting at rest and losing no energy needs $3.20/0.1=32$ nm to reach threshold. Within the model, such an electron cannot ionize in a channel whose total potential drop is below 3.2 V.

### Does the parabolic band reach that far?

With $\hbar^2/2m_0=0.0381$ eV nm², the threshold wave vector is

$$
k_{th}=\sqrt{\frac{0.50\times3.20}{0.0381}}=6.48\ \text{nm}^{-1}.
$$

For a hexagonal lattice of constant $a_0$, the side of the Brillouin zone is $4\pi/3a_0$. The distance from K to the midpoint of that side is half of this, $2\pi/3a_0$. For a rough $a_0=0.32$ nm this is nearly equal to $k_{th}$. A threshold electron displaced from K in that direction would thus lie close to the midpoint, where a parabola about K cannot be trusted. A two-band dispersion with the same edge mass and $\alpha=1/E_g$ gives, at the same wave vector,

$$
E=\frac{E_g}{2}\left(\sqrt{1+\frac{4\times3.20}{2.20}}-1\right)=1.77\ \text{eV},
$$

little more than half the parabolic value. With equal masses, that dispersion would forbid the process altogether. The proposition does not cover the slightly unequal masses used here, so it gives no two-band threshold for this example. The lowest conduction band of the real material is, moreover, only of order 1 eV wide, so an electron 3.20 eV above its edge cannot lie in that band. The figure of 3.20 eV therefore illustrates the theorem and does not predict the threshold of a real MoS₂ transistor. A prediction needs the full band structure, including the other valleys, the anisotropy around K and the higher bands.

### Sizes of the other neglected effects

**Phonons.** If a phonon carries away $\hbar\mathbf k_i$, all three final carriers can be at rest. The electron then pays for the gap and the phonon. For a rough phonon energy of 0.05 eV the threshold is 2.25 eV, lower by 0.95 eV. If a phonon of that energy is absorbed instead, and its momentum cancels that of the electron, the threshold is 2.15 eV. This concerns kinematics alone; the rate of the phonon-assisted process is not estimated.

**Exciton binding.** If the new pair is bound by $E_b$, it moves as one particle of mass $m_e+m_h$. The total final mass is still $M$, so the lemma gives (4) with $E_g$ replaced by $E_g-E_b$. A rough $E_b=0.40$ eV lowers the threshold to $1.80\times1.60/1.10=2.62$ eV.

**The field during the collision.** Let $m_r=m_em_h/(m_e+m_h)$ be the reduced mass, $F$ the field and $e$ the elementary charge. Equating the field energy $eF\ell$ over a length $\ell$ to the localization energy $\hbar^2/2m_r\ell^2$ gives the energy scale $(\hbar^2e^2F^2/2m_r)^{1/3}=0.11$ eV. This is the scale of the relative motion of the new pair. The field also detunes the collision itself: it shifts every electron wave vector at the rate $eF/\hbar$, so at threshold the mismatch $E_i-E_g-T$ changes at the rate $eF(v_i-V)$. With $v_i=1.50\times10^6$ m/s and $v_i-V=1.03\times10^6$ m/s, the corresponding scale is $\sqrt{\hbar eF(v_i-V)}=0.26$ eV. The threshold is therefore blurred over a few tenths of an eV at this field.

**Interband tunnelling.** In a symmetric two-band model with the same reduced mass, each mass is $2m_r$. At energy $u$ within the gap the decay constant $\kappa$ obeys $\hbar^2\kappa^2/4m_r=u(1-u/E_g)$. Since $du=eF\,dx$, the exponent is

$$
2\int\kappa\,dx=\frac{2}{eF}\int_0^{E_g}\kappa\,du
=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar eF}=97 ,
$$

where $\int_0^{E_g}\sqrt{u(1-u/E_g)}\,du=\pi E_g^{3/2}/8$ was used. The factor $e^{-97}$ makes direct tunnelling negligible at this field.

**Occupied final states.** For $10^{13}$ electrons per cm², fourfold spin and valley degeneracy and equilibrium at 300 K, the chemical potential is 0.011 eV above the band edge. The final electron state at 0.3125 eV is then occupied with probability about $10^{-5}$, so blocking by the equilibrium gas is negligible for the phonon-free process. Exclusion still enters in two other ways. At threshold $\mathbf k_1=\mathbf k_2$, so the two final electrons must differ in spin or valley; for equal spin and valley the direct and exchange amplitudes cancel there. At the phonon-assisted thresholds the final electrons sit at the band edge, which is occupied with probability about 0.6 at this density. A strongly heated electron gas would need its own distribution.

**Temperature and mass.** A rough gap decrease of 0.4 meV/K over 100 K of heating lowers $E_{th}$ by $0.04\times1.45=0.058$ eV at fixed masses. At fixed gap and electron mass, a hole mass 20% smaller or larger gives 3.32 or 3.10 eV.

**Scattering on the way.** A rough mobility of 50 cm²/Vs gives a relaxation time $\tau=m_e\times\text{mobility}/e$. Multiplied by the two-dimensional thermal speed of a nondegenerate gas, $\sqrt{2k_BT/m_e}$, this is a mean free path of 1.9 nm. An electron at that speed has a wavelength of about 11 nm, so the path is a formal scale and not a literal flight between collisions. It is also a low-field figure: at 1 MV/cm the energy gained over 1.9 nm is 0.19 eV, about $7k_BT$, and mobility times field is 3.7 times the thermal speed, so the gas would not stay at 300 K. At $10^{13}$ electrons per cm² the gas is mildly degenerate, which lengthens the path by about 10%. If the same path length also held for hot electrons, the chance of covering 32 nm without a collision would be $e^{-32/1.92}$, about $6\times10^{-8}$. If instead the time $\tau=14$ fs held, the parabolic flight time $\hbar k_{th}/eF=43$ fs would give $e^{-3.0}$, about 0.05. The answer thus depends on how scattering changes with energy, which the mobility does not tell. Neither number is an ionization probability, because an electron can keep part of its energy through a collision. The mobility time also measures the loss of momentum, not of energy, so these estimates do not say how long a real path to threshold would be. With the phonon-emission or exciton thresholds above, even the loss-free length would be shorter, about 22 or 26 nm.

All numerical values are calculated from the stated model.
